\section*{When Infinitely Coupled Double Wells Show Two Displacement Peaks at the Transition, part 2}

When does the displacement distribution of one site have two peaks at the transition of $N$ double wells joined by springs of infinite range? The statistics are classical. The displacements $u_i$ are scalars with energy $\sum_iV(u_i)+(J/4N)\sum_{i,j}(u_i-u_j)^2$, $J>0$. The well $V$ is even, with minima at $\pm u_0$ and $V''(0)=-A<0$; $A$ and $J$ are stiffnesses, energy per length squared. Write $W(u)=V'(u)/u$, $\varphi(u)=V(u)+\frac12Ju^2$ and $\beta=1/k_BT$.

An exact Gaussian integral introduces a mean-field variable $h$. At fixed $h$ the sites are independent, with density $p_h(u)=e^{-\beta\varphi(u)+\beta Jhu}/z(h)$, where $z(h)$ normalizes it, and averages $\langle\cdot\rangle_h$. The free energy per site is $f(h)=\frac12Jh^2-k_BT\ln z(h)$. Its minima satisfy $h=\langle u\rangle_h$, so $h$ is then the mean displacement.

With $M_{2n}=\langle u^{2n}\rangle_0$, integration by parts gives
\begin{equation}
\frac{(2n+1)M_{2n}}{M_{2n+2}}=\beta\big(J+\overline W_n\big),\qquad
\overline W_n=\frac{\langle u^{2n+2}W\rangle_0}{M_{2n+2}} . \label{ratio}
\end{equation}
If $\overline W_n\ge\overline W_0$, then $M_{2n+2}\le(2n+1)M_2M_{2n}$, and summing the series for $z(h)$ gives
\begin{equation}
f(h)-f(0)\ge\tfrac12Jh^2\big(1-\beta JM_2\big). \label{bound}
\end{equation}
If $W$ increases for $u>0$ to a positive or infinite limit, this holds, and order sets in continuously at the single temperature $T_c$ where $\beta JM_2=1$. There
\begin{equation}
f(h)-f(0)=c_4h^4+\dots,\qquad
c_4=\frac{k_BT_c}{24}(\beta J)^4\big(3M_2^2-M_4\big), \label{c4}
\end{equation}
with $c_4>0$.

In the limit of large $N$, the one-site density at $T_c$ is $p_0$, with slope $d\ln p_0/du=-\beta u\,[J+W(u)]$. For increasing $W$ it has two peaks, at $\pm u_p$ with $W(u_p)=-J$, if and only if $A>J$; otherwise it has one, at zero.

\section{Numbers, limits and an oxide}

\textbf{Q.} Before we go on, restate what you are carrying over.

\textbf{A.} The energy is $\sum_iV(u_i)+(J/4N)\sum_{i,j}(u_i-u_j)^2$, with $V$ even, $V''(0)=-A<0$ and $W=V'/u$. A site at zero mean displacement feels $\varphi=V+Ju^2/2$; $\beta=1/k_BT$, and $M_{2n}$ are the moments of $p_0\propto e^{-\beta\varphi}$. If $W$ increases with $u>0$ to a positive limit, order sets in continuously at $\beta JM_2=1$, and $p_0$ has two peaks there if and only if $A>J$. Near $T_c$ the free energy per site, as a function of the mean field variable $h$, has the quartic coefficient $c_4$ of \eqref{c4}.

\textbf{Q.} Give me something I can evaluate. Take the quartic well.

\textbf{A.} With $V=-Au^2/2+bu^4/4$, the minima are at $u_0=\sqrt{A/b}$ with depth $E_0=A^2/4b$. Setting $J-A+bu^2=0$ puts the peaks at
\begin{equation}
u_p=\pm\sqrt{(A-J)/b}\qquad(A>J). \label{peak}
\end{equation}
For $T_c$, substitute
\begin{equation}
t=u^2\sqrt{\beta b/2},\qquad \zeta=(J-A)\sqrt{\beta/2b}.
\end{equation}
Then $\beta bu^4/4=t^2/2$ and $\beta(J-A)u^2/2=\zeta t$, while $du\propto t^{-1/2}dt$. Define
\begin{equation}
R(\zeta)=2\,\frac{\int_0^\infty t^{1/2}e^{-t^2/2-\zeta t}dt}{\int_0^\infty t^{-1/2}e^{-t^2/2-\zeta t}dt}
=\frac{D_{-3/2}(\zeta)}{D_{-1/2}(\zeta)} .
\end{equation}
The second form uses the integral representation of the parabolic cylinder function,
$\int_0^\infty t^{\nu-1}e^{-t^2/2-\zeta t}dt=\Gamma(\nu)e^{\zeta^2/4}D_{-\nu}(\zeta)$, and $\Gamma(3/2)/\Gamma(1/2)=1/2$. The variance is
\begin{equation}
M_2=\sqrt{\frac{2}{\beta b}}\,\frac R2=\frac{R}{\sqrt{2\beta b}} .
\end{equation}
The condition $\beta JM_2=1$ becomes $JR\sqrt{\beta/2b}=1$. Solving for $\beta$, and then inserting the root in the definition of $\zeta$,
\begin{equation}
k_BT_c=\frac{J^2R(\zeta)^2}{2b},\qquad \frac AJ=1-\zeta R(\zeta). \label{param}
\end{equation}
Since $R>0$, two peaks mean $\zeta<0$. Evaluating the functions gives, for example, $A/J=0.421$ and $bk_BT_c/J^2=0.168$ at $\zeta=1$, and $A/J=2.79$ and $bk_BT_c/J^2=1.60$ at $\zeta=-1$.

\textbf{Q.} Do the limits make sense?

\textbf{A.} For large negative $\zeta$ the weight gathers near $t=-\zeta$, so $R\simeq-2\zeta$. Then $A/J\simeq2\zeta^2$ and $k_BT_c\simeq2J^2\zeta^2/b\simeq JA/b=Ju_0^2$. This is the mean-field result for two-valued displacements $\pm u_0$.

For large positive $\zeta$, use the moments of $t^{-1/2}e^{-\zeta t}$, namely $\langle t\rangle=1/2\zeta$, $\langle t^2\rangle=3/4\zeta^2$ and $\langle t^3\rangle=15/8\zeta^3$. To first order in $t^2/2$,
\begin{equation}
\frac R2\simeq\frac1{2\zeta}-\frac12\Big(\frac{15}{8\zeta^3}-\frac{3}{8\zeta^3}\Big)=\frac1{2\zeta}-\frac3{4\zeta^3}.
\end{equation}
Hence $A/J\simeq3/2\zeta^2$ and $k_BT_c\simeq J^2/2b\zeta^2\simeq AJ/3b$. Here stiff springs make the site nearly Gaussian.

At the threshold $\zeta=0$, the two integrals give $R=2\sqrt2\,\Gamma(3/4)/\Gamma(1/4)$, so
\begin{equation}
k_BT_c=4\Big[\frac{\Gamma(3/4)}{\Gamma(1/4)}\Big]^2\frac{J^2}{b}=0.457\frac{J^2}{b}=1.83\,E_0\quad(A=J). \label{threshold}
\end{equation}

\textbf{Q.} Can I use the last number in reverse? I may know $T_c$ and the well depth, but not $J$.

\textbf{A.} Within this model, yes, provided that $T_c$ rises with $J$ at fixed $V$. It does. Integration by parts gives $1=\beta JM_2+\beta\langle u^2W\rangle_0$, so $\langle u^2W\rangle_0=0$ at $T_c$. Raise $J$ at fixed $\beta$:
\begin{equation}
\frac{\partial\langle u^2W\rangle_0}{\partial J}=-\frac\beta2\operatorname{Cov}(u^2,u^2W)=-\frac\beta2\langle u^4W\rangle_0<0 .
\end{equation}
The last sign follows because extra weight on large $|u|$ raises the average of $W$ above zero. So $\langle u^2W\rangle_0$ turns negative, $\beta JM_2$ exceeds one, and the old $T_c$ now lies in the ordered phase. For the quartic well, two peaks at the transition therefore mean $k_BT_c<1.83E_0$, and one peak means the opposite.

\textbf{Q.} You insisted that $V'/u$ increase. Is that a convenience of the proof?

\textbf{A.} No, the shape criterion needs some such condition. In reduced units take
\begin{equation}
V=-\tfrac12u^2-\tfrac12u^4+\tfrac16u^6,\qquad W=-1-2s+s^2,\quad s=u^2 .
\end{equation}
This is a double well with $A=1$, since $W$ changes sign once, at $s=1+\sqrt2$. But $W$ first falls and then rises. With $J=1.5$, stationary points off the centre obey $s^2-2s+0.5=0$, so $s=0.293$ or $1.707$. The density has a peak at zero, dips at $|u|=0.54$ and peaks again at $|u|=1.31$. There are three peaks although $J>A$, and the outer ones are the taller, because $\varphi(1.31)=-0.20$ lies below $\varphi(0)=0$.

\textbf{Q.} Perhaps that model orders by a jump, and is not a fair comparison.

\textbf{A.} It orders continuously. Suppose $\beta JM_2\le1$. Then $c=\langle u^2W\rangle_0/M_2\ge0$. For this $W$, the difference $W-c$ is negative below one value $s_c$ and positive above it. Therefore $(u^{2n}-s_c^n)(W-c)\ge0$. Multiply by $u^2$, average, and use $\langle u^2(W-c)\rangle_0=0$:
\begin{equation}
\langle u^{2n+2}W\rangle_0\ge c\,M_{2n+2}.
\end{equation}
This is the inequality $\overline W_n\ge\overline W_0$ from which the bound \eqref{bound} followed. So $h=0$ is the global minimum for as long as $\beta JM_2\le1$, and order starts where that product first exceeds one. Quadrature and root finding put the crossing at $k_BT_c=1.69$.

If $J>A$, the centre is itself a peak, so an even density has an odd number of peaks and never exactly two. What fails in this example is the inference from $J>A$ to a single peak. For $A>J$ the centre is a dip and the number of peaks is even, but if $W$ is not monotonic, $J+W$ can change sign three times for $u>0$, and there are then four peaks instead of two.

\textbf{Q.} Real springs do not reach every site. What happens to the threshold?

\textbf{A.} A tree in which each site has $q$ neighbours, with springs of stiffness $J/q$, shows the trend. The total spring load on a site is again $J$. With one neighbour fixed at $u=0$, let $v$ be the displacement of the site next to it. The factor that one neighbour contributes to the density at $u$ is
\begin{equation}
\mu(u)\propto e^{-\beta Ju^2/2q}\Big\langle e^{\beta Juv/q}\Big\rangle_{v|u=0},
\end{equation}
so $(\ln\mu)''(0)=-\beta J/q+(\beta J/q)^2\operatorname{Var}(v|0)$. The density is $e^{-\beta V}\mu^q$, and its logarithm has the central curvature
\begin{equation}
(\ln p)''(0)=\beta(A-J)+\frac{\beta^2J^2}{q}\operatorname{Var}(v|0).
\end{equation}
The last term is positive. Neighbours that fluctuate push the site off centre, so the dip appears while $J$ is still larger than $A$. For large $q$, $\operatorname{Var}(v|0)\to M_2$ and $\beta JM_2\to1$, and the threshold is $J-A\simeq J/q$.

For finite $q$ I solved the self-consistent equation
\begin{equation}
\mu(u)\propto\int dv\,e^{-\beta J(u-v)^2/2q}\,e^{-\beta V(v)}\mu(v)^{q-1}
\end{equation}
on a grid for the quartic well. A small odd change $\mu\to\mu(1+\epsilon g)$ is multiplied, one site further on, by $q-1$ times the conditional average of $g$. The transition is where this multiplication has eigenvalue one. The threshold found is $J/A=1.10$ for $q=12$ and $1.022$ for $q=48$. The comparison of $A$ with $J$ alone thus belongs to infinite range. The tree has no closed loops, so a crystal will differ from it.

\textbf{Q.} Now a material. Which oxide has such a mode?

\textbf{A.} Zirconia, a high-permittivity gate oxide, goes from its cubic to its tetragonal polymorph by a staggered displacement of oxygen. Let $u$ be that displacement with the alternating sign removed, one site per formula unit. Rough typical values are a well depth of $0.05$~eV at $u_0=0.03$~nm in a clamped cell. Then
\begin{align}
A&=\frac{4E_0}{u_0^2}=\frac{0.20}{9.0\times10^{-4}}=222\ \text{eV/nm}^2,\\
b&=\frac{4E_0}{u_0^4}=2.47\times10^5\ \text{eV/nm}^4 .
\end{align}
I choose $J=650$~eV/nm$^2$ so that $T_c$ falls near the real transition, which is at roughly 2600~K. Then $A/J=0.3419$. Solving \eqref{param} numerically gives $\zeta=1.2764$, so $R=(1-0.3419)/1.2764=0.5156$ and
\begin{equation}
k_BT_c=\frac{650^2\times0.5156^2}{2\times2.47\times10^5}=0.227\ \text{eV},
\end{equation}
or 2640~K. The distribution has one peak, at the cubic position, with an rms width $\sqrt{k_BT_c/J}=0.019$~nm.

For contrast keep the same well and take $J=100$~eV/nm$^2$. This is not meant as zirconia. Now $A/J=2.22$, $\zeta=-0.787$, $k_BT_c=0.049$~eV and $T_c=566$~K. The peaks are at
\begin{equation}
u_p=\pm\sqrt{\frac{222-100}{2.47\times10^5}}=\pm0.022\ \text{nm}.
\end{equation}

\textbf{Q.} So in the contrast model each site sits on one side and occasionally hops?

\textbf{A.} The distribution does not support that picture. The barrier of $\varphi$ is $(A-J)^2/4b=0.015$~eV, below $k_BT_c$. The density at the centre is $e^{-0.0151/0.0488}\simeq0.73$ of its value at the peaks. Two peaks are present, but the dip is shallow. Well-separated positions need $A\gg J$.

\textbf{Q.} You fitted $J$ to the transition temperature, so its agreement proves nothing. What does the model leave out, and could it reverse the verdict for zirconia?

\textbf{A.} The largest effect I sized is the number of axes. The distortion can choose among three. If the well depended only on the length $r$ of a three-component displacement, with $E_0$, $u_0$ and $J$ held fixed, radial quadrature would give $T_c=1490$~K instead of 2640~K, a fall of 43\,\%. The Gaussian limit shows why. At $T_c$ one has $\langle rV'(r)\rangle=0$, so $A\langle r^2\rangle=b\langle r^4\rangle$. With variance $m$ per component this is $3Am=15bm^2$, and $k_BT_c=Jm=AJ/5b$ in place of $AJ/3b$. To restore the transition temperature in that limit, $J$ would have to rise, which moves the site further from the two-peak regime. The real anisotropy is not included in this estimate.

Finite range and quantum motion, each with the same well and $J$, shift $T_c$ less. For strain I give an energy:
\begin{itemize}
\item Range: the tree with twelve neighbours gives 2430~K, 8\,\% lower, and one peak. The tree understates the shift in a crystal, whose closed loops it lacks: Monte Carlo sampling of face-centred cubic lattices of up to 1000 sites, with the same well and springs $J/12$ to the twelve neighbours, puts $T_c$ between about 2100 and 2140~K, roughly 20\,\% lower, still with one peak.
\item Quantum motion: the classical $\beta M_2$ is replaced by the static response of a site of mass 32~u (two oxygens) in $\varphi$, found by diagonalization on a grid. $T_c$ falls by 0.2\,\%, and one peak remains.
\item Strain: a rough 2\,\% strain at full displacement, a modulus of 200~GPa and a cell of $0.033$~nm$^3$ give a relaxation energy $\frac12(200\times10^9)(0.02)^2(0.033\times10^{-27})$~J, or 8~meV.
\end{itemize}

\textbf{Q.} Could that strain make the transition jump?

\textbf{A.} Assume that the strain follows the square of the mean displacement $m$. Relaxation then adds $-8\,(m/u_0)^4$~meV to the free energy per site. The Legendre transform from field to $m$ leaves the quartic coefficient at $T_c$ equal to $c_4$: its fourth-order term is $k_BT_c(3M_2^2-M_4)m^4/24M_2^4$, and $1/M_2=\beta J$. For the oxide parameters $c_4u_0^4=27$~meV, so the coefficient stays positive, and to fourth order in $m$ there is no jump in this one-axis model. That does not settle the order of the real transition, for which a small latent heat has been reported. In the contrast model $c_4u_0^4$ is also 8~meV, and inputs this rough cannot decide. A strain that couples to the local $u^2$ would need its own calculation.

\textbf{Q.} How should I set this beside a real gate stack?

\textbf{A.} With caution. The well depth, displacement and transition temperature are rough values for bulk zirconia, and $J$ is fitted, not measured. Bulk zirconia at room temperature is monoclinic, a phase this one-mode model does not contain, and films also have interfaces, grains and oxygen vacancies. At 400~K, an operating temperature far below $T_c$, solving $m=\langle u\rangle_m$ in the model gives a mean displacement of $0.028$~nm, close to $u_0$. The distribution at $T_c$ thus concerns the high-temperature polymorph change, not a device in use. Among the assumptions sized here, the single axis moves $T_c$ most.

The verdict of one peak has some margin in this model: $k_BT_c/E_0=0.227/0.05=4.5$, against the threshold of 1.83. A first-principles calculation can supply the two curvatures. Displacing one site alone from the cubic structure gives an energy whose curvature corresponds to $J-A$, whereas displacing the whole pattern gives $-A$. An unstable phonon by itself fixes only the second number, and so does not tell whether a site has one peak or two. The sign of the first number decides that for springs of infinite range. With finite range a positive value can still go with two peaks. On the twelve-neighbour tree it may reach about $J/12$, and closed loops raise it. For the oxide parameters on the 1000-site face-centred cubic lattice near $T_c$, the fluctuating neighbours offset about $0.3J$ of the central curvature, a figure that still falls with lattice size, against $J-A=0.66J$. Only a value well above zero points to a single peak.
